# Energy errors of a stopped RHF calculation and its MP2 correction

## Problem

A closed-shell RHF calculation with real orbitals is stopped before convergence. The stopped determinant has density matrix $D$ (trace $N$, the number of electrons) and Fock matrix $F[D]$. The distance from convergence is measured by

$$R=\lVert FD-DF\rVert ,$$

the Frobenius norm in an orthonormal basis. The converged solution $D_*$ is a minimum, stable against real closed-shell orbital rotations. Let $\Delta E$ be the error of the SCF energy, and $\Delta E_2$ that of the MP2 correlation energy evaluated with the stopped orbitals, both relative to the converged calculation in the same basis.

1. Relate $R$ to the energy gradient with respect to orbital rotations.
2. Find the leading dependence of $\Delta E$ on $R$, with its coefficient and an upper bound.
3. Do the same for $\Delta E_2$. When does the leading term vanish, and can the singles term of second-order perturbation theory cancel it?
4. For water in the cc-pVDZ basis, stop plain Roothaan iterations at thresholds of $R$ from $10^{-3}$ to $10^{-9}$ hartree. Compare the errors with the formulas, and find where rounding hides them.

Hartree atomic units are used ($E_h$ is the hartree). Indices $i,j,k$ denote occupied orbitals, $a,b,c$ virtual ones, $p,q,r,s$ any, and $(pq|rs)$ are two-electron integrals in charge-density order.

## Solution

### 1. The commutator is the gradient

Write

$$E[D]=\mathrm{Tr}\,hD+\tfrac12\mathrm{Tr}\,D\,G(D)+E_{\rm nuc},\qquad F=h+G(D),$$
$$G(D)_{pq}=\sum_{rs}D_{rs}\left[(pq|rs)-\tfrac12(pr|qs)\right].$$

In the stopped orbitals $D$ is diagonal, with entries 2 (occupied) and 0 (virtual), so $(FD-DF)_{pq}=F_{pq}(n_q-n_p)$. The occupied-occupied and virtual-virtual blocks vanish. With $f_{ai}=F_{ai}$, the other two blocks hold $2f_{ai}$ and $-2f_{ai}$. Hence

$$R^2=8\lVert f\rVert^2,\qquad R=2\sqrt2\,\lVert f\rVert .$$

Now rotate the orbitals, to first order, by

$$\phi_i\to\phi_i+\sum_a\kappa_{ai}\phi_a,\qquad \phi_a\to\phi_a-\sum_i\kappa_{ai}\phi_i .$$

The density changes by $\delta D=2\sum_{ai}\kappa_{ai}(\phi_a\phi_i^T+\phi_i\phi_a^T)$. Since $G$ is linear and $\mathrm{Tr}\,XG(Y)=\mathrm{Tr}\,YG(X)$, the energy changes by $\mathrm{Tr}\,F\delta D=4\sum_{ai}\kappa_{ai}F_{ai}$. The gradient is $4f_{ai}$, and its norm is $\sqrt2\,R$.

### 2. The SCF energy

Take the converged canonical orbitals, with energies $\varepsilon_p$, as the starting point. A finite rotation is $C=C_*e^{K}$, with $K_{ai}=\kappa_{ai}$ and $K_{ia}=-\kappa_{ai}$. It reaches the stopped determinant up to mixing within the occupied and within the virtual orbitals, which changes neither $D$ nor $R$.

To first order, the Fock element between rotated orbitals is

$$f_{ai}=(\varepsilon_a-\varepsilon_i)\kappa_{ai}+G(\delta D)_{ai}.$$

The first part comes from rotating the orbitals in the converged Fock matrix, the second from the changed density. Inserting $\delta D$, the Coulomb part of $G$ gives $4(ai|bj)$, because both orderings of $bj$ contribute equally. The exchange part gives one term for each ordering. Thus $f=A\kappa+O(\kappa^2)$, with

$$A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+4(ai|bj)-(ab|ij)-(aj|bi).$$

Follow the path $C_*e^{sK}$ from $s=0$ to $s=1$. Because $e^{(s+ds)K}=e^{sK}e^{ds\,K}$, the gradient formula of part 1 applies at every $s$:

$$\frac{dE}{ds}=4\,\kappa\cdot f(s)=4s\,\kappa^TA\kappa+O(\kappa^3).$$

Integration gives $\Delta E=2\kappa^TA\kappa+O(\kappa^3)$. With $\kappa=A^{-1}f$ to leading order,

$$\boxed{\Delta E=2f^TA^{-1}f+O(R^3)}$$

The error is quadratic because the energy is stationary at $D_*$. If $a_{\min}>0$ is the lowest eigenvalue of $A$, then $f^TA^{-1}f\le\lVert f\rVert^2/a_{\min}$, and at leading order

$$\Delta E\le\frac{R^2}{4a_{\min}} .$$

Near an instability $a_{\min}\to0$. The bound then becomes useless, and the expansion is confined to ever smaller $R$.

### 3. The MP2 correlation energy

The stopped orbitals do not diagonalize $F[D]$ completely. Diagonalize its occupied and virtual blocks separately and use the resulting orbitals and energies in

$$E_2=\sum_{ijab}\frac{(ia|jb)\left[2(ia|jb)-(ib|ja)\right]}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

This choice makes $E_2$ a function of $D$ alone. All electrons are correlated.

**A functional that avoids the amplitude response.** Let $\tilde t_{ij}^{ab}=2t_{ij}^{ab}-t_{ij}^{ba}$ and consider the Hylleraas functional

$$J=2\sum\tilde t_{ij}^{ab}(ia|jb)+\sum\tilde t_{ij}^{ab}\Big[\sum_c(F_{ac}t_{ij}^{cb}+F_{bc}t_{ij}^{ac})-\sum_k(F_{ki}t_{kj}^{ab}+F_{kj}t_{ik}^{ab})\Big].$$

Its second part is a symmetric quadratic form in $t$. Stationarity therefore requires $(ia|jb)+[\dots]=0$. With diagonal Fock blocks this reads

$$t_{ij}^{ab}=\frac{(ia|jb)}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

The bracket then equals $-(ia|jb)$, so $J=(2-1)\sum\tilde t_{ij}^{ab}(ia|jb)=E_2$. Since $J$ is stationary in $t$, the first-order change of $E_2$ under an orbital rotation follows by changing the integrals and Fock elements at fixed $t$.

**Change of the integrals.** Each of the four orbitals in $(ia|jb)$ rotates. Exchanging the pairs $ia$ and $jb$ makes the contributions equal two by two:

$$2\sum\tilde t_{ij}^{ab}\,\delta(ia|jb)=4\sum\tilde t_{ij}^{ab}\Big[\sum_c\kappa_{ci}(ca|jb)-\sum_k\kappa_{ak}(ik|jb)\Big].$$

**Change of the Fock blocks.** Collecting the factors of $F_{ab}$ and $F_{ij}$ in $J$ gives $\sum_{pq}\gamma_{pq}\delta F_{pq}$, with

$$\gamma_{ab}=2\sum_{ijc}\tilde t_{ij}^{ac}t_{ij}^{bc},\qquad \gamma_{ij}=-2\sum_{kab}\tilde t_{ik}^{ab}t_{jk}^{ab},$$

and no occupied-virtual block. Rotating the orbitals in $F_{ab}$ or $F_{ij}$ brings in elements $F_{ai}$, which vanish at convergence. What remains is

$$\delta F_{pq}=G(\delta D)_{pq}=\sum_{ck}\kappa_{ck}\left[4(pq|ck)-(pc|qk)-(pk|qc)\right].$$

The two exchange terms contribute equally because $\gamma$ is symmetric.

Collecting the coefficient of $\kappa_{ck}$ gives the derivative

$$L_{ck}=4\sum_{jab}\tilde t_{kj}^{ab}(ca|jb)-4\sum_{ijb}\tilde t_{ij}^{cb}(ik|jb)+\sum_{pq}\gamma_{pq}\left[4(pq|ck)-2(pc|qk)\right].$$

The RHF condition $F_{ai}=0$ does not make $L$ vanish: the orbitals minimize $E$, not $E_2$. Therefore $\Delta E_2=L\cdot\kappa+O(\kappa^2)$. Inserting $\kappa=A^{-1}f$ and using the symmetry of $A$,

$$\boxed{\Delta E_2=z\cdot f+O(R^2),\qquad Az=L}$$

The Cauchy-Schwarz inequality gives, at leading order,

$$|\Delta E_2|\le\lVert z\rVert\,\lVert f\rVert=\frac{\lVert z\rVert R}{2\sqrt2}.$$

Unlike $\Delta E$, this error can have either sign.

**When the linear term vanishes.** It vanishes when $f$ is orthogonal to $z$. Symmetry can enforce this: if a symmetry operation of the molecule turns $\kappa$ into $-\kappa$, then $E_2(\kappa)=E_2(-\kappa)$, and the error starts at second order.

**The singles term.** The stopped determinant couples to single excitations through $f_{ai}$. Second-order perturbation theory, summed over two spins, adds

$$E_s=-2\sum_{ai}\frac{f_{ai}^2}{\varepsilon_a-\varepsilon_i}.$$

This is quadratic in $R$, as is $\Delta E$. Neither can cancel a nonzero linear term as $R\to0$, so the total MP2 energy also has a linear error.

### 4. Water

The geometry has O–H distances of 0.96 Å and an angle of 104.5°. There are 24 basis functions, 5 occupied and 19 virtual orbitals. The iterations start from a superposition of minimal-basis atomic densities, projected onto the cc-pVDZ basis, and use neither damping nor extrapolation. The reference is the iterate with the smallest commutator norm among 150, $1.9\times10^{-14}\,E_h$. It gives $E=-76.026654\,E_h$ and $E_2=-0.204155\,E_h$. The errors below measure incomplete convergence; basis-set error and correlation beyond MP2 are a separate matter.

**Small differences without cancellation.** Subtracting two energies near $76\,E_h$ cannot resolve $10^{-18}\,E_h$. With $\Delta=D-D_*$, however, the energy expression gives the identity

$$\Delta E=\mathrm{Tr}\,F_*\Delta+\tfrac12\mathrm{Tr}\,\Delta\,G(\Delta).$$

Let $U$ and $T$ be the overlaps of the converged occupied and virtual orbitals with the stopped occupied ones, so that $U^TU+T^TT=1$. The diagonal blocks of $\Delta$ in the converged orbitals are

$$\Delta_{vv}=2TT^T,\qquad \Delta_{oo}=2(UU^T-1)=-2W\,T^TT\,W^T.$$

Here $U=X\sigma Y^T$ is the singular value decomposition and $W=XY^T$. The last equality holds because $1-UU^T=X(1-\sigma^2)X^T$ and $T^TT=Y(1-\sigma^2)Y^T$. Both blocks are now products of small numbers, with no subtraction of large ones. The remaining block is $\Delta_{vo}=2TU^T=\Delta_{ov}^T$, of first order in $T$. Because $F_*$ is diagonal in the converged orbitals, $\mathrm{Tr}\,F_*\Delta=\sum_p\varepsilon_p\Delta_{pp}$, so this block enters only through the term $\tfrac12\mathrm{Tr}\,\Delta\,G(\Delta)$, again as a product of small numbers.

**Results.** Each row is the first iterate below the next threshold; energies and $R$ are in $E_h$.

| Iteration | $R$ | $\Delta E$ | $\Delta E_2$ | $E_s$ |
|---|---|---|---|---|
| 13 | 7.64e-4 | 4.99e-8 | +2.27e-7 | −7.9e-8 |
| 17 | 8.53e-5 | 6.22e-10 | +2.63e-8 | −9.8e-10 |
| 21 | 9.52e-6 | 7.74e-12 | +2.97e-9 | −1.2e-11 |
| 26 | 6.14e-7 | 3.22e-14 | −1.93e-10 | −5.1e-14 |
| 30 | 6.86e-8 | 4.02e-16 | −2.15e-11 | −6.3e-16 |
| 34 | 7.65e-9 | 5.00e-18 | −2.40e-12 | −7.9e-18 |
| 38 | 8.54e-10 | 6.23e-20 | −2.68e-13 | −9.8e-20 |

From the first row to the last, $R$ falls by a factor $8.9\times10^5$. The SCF error falls by $8.0\times10^{11}$, the square of that factor, and the MP2 error by $8.5\times10^5$. Logarithmic fits over the seven rows give exponents 2.000 and 0.997.

The coefficients agree as well. At the first stop $2f^TA^{-1}f=4.989\times10^{-8}\,E_h$, equal to the error to all four digits. There $z\cdot f=2.262\times10^{-7}\,E_h$, against an error of $2.270\times10^{-7}\,E_h$. The remainder, $8.7\times10^{-10}\,E_h$, drops to $1.1\times10^{-11}\,E_h$ at the second stop. Divided by $R^2$, both give $0.0015\,E_h^{-1}$, as a second-order remainder should.

At the first stop the SCF error is $2.2\times10^{-25}$ J and the MP2 error $9.9\times10^{-25}$ J, the latter equivalent to 0.60 J/mol.

**Why the MP2 error changes sign.** Near convergence, one Roothaan step diagonalizes a Fock matrix whose occupied-virtual block in the converged orbitals is $G(\delta D)=(A-\epsilon)\kappa$, where $\epsilon$ is the diagonal matrix of gaps $\varepsilon_a-\varepsilon_i$. First-order perturbation theory gives the next rotation,

$$\kappa'=-\epsilon^{-1}(A-\epsilon)\kappa=(1-\epsilon^{-1}A)\kappa .$$

After many steps one mode with $A\kappa=\mu\,\epsilon\kappa$ normally dominates and is multiplied by $1-\mu$ each time. For such a mode $f=\mu\epsilon\kappa$, and therefore

$$\frac{|E_s|}{\Delta E}=\frac{f^T\epsilon^{-1}f}{f^TA^{-1}f}=\frac{\mu^2\kappa^T\epsilon\kappa}{\mu\,\kappa^T\epsilon\kappa}=\mu .$$

The table gives $\mu\approx1.58$, hence a multiplier of $-0.58$. The observed decay of $R$ between iterations 13 and 17 is $(8.53\times10^{-5}/7.64\times10^{-4})^{1/4}=0.58$ per step, in agreement. The negative multiplier reverses the error at every iteration. The first three stops are odd iterations and the last four even, which accounts for the single sign change in the table.

**Bounds and actual errors.** The computed $a_{\min}=0.349\,E_h$ and $\lVert z\rVert=0.0647$ give

$$\Delta E\le(0.72\,E_h^{-1})R^2,\qquad |\Delta E_2|\le0.0229\,R .$$

The trajectory shows much smaller prefactors, $0.085\,E_h^{-1}$ and $0.00031$. For MP2 the ratio $0.00031/0.0229\approx0.014$ is the cosine of the angle between $f$ and $z$, which are nearly orthogonal here. The SCF bound is reached only along the lowest mode of $A$, which here is odd under reflection in the molecular plane, so a run that keeps the symmetry of the molecule stays below it. Even within that symmetry, the error can lie in a less favourable direction. With plain Roothaan steps the starting guess matters mainly at early stops, because every run tends to the same dominant mode: a Hückel guess gives $|\Delta E_2|/R=0.0029$ at the first stop and about $0.0002$ at tighter ones. Extrapolation by direct inversion in the iterative subspace (DIIS) removes that mode, and from the guess used above it gives $|\Delta E_2|/R$ between $0.003$ and $0.008$ at thresholds from $10^{-3}$ to $10^{-7}\,E_h$. To keep $|\Delta E_2|$ below $10^{-8}\,E_h$ whatever the direction, the leading-order bound asks for

$$R\le\frac{2\sqrt2\times10^{-8}\,E_h}{0.0647}=4.4\times10^{-7}\,E_h .$$

This bound holds for $E_2$ as defined in part 3, with the blocks of $F[D]$. If the orbital energies are taken instead from the Fock matrix whose diagonalization produced the stopped orbitals, $E_2$ depends on the previous density as well and the bound is not derived for it. On the Roothaan trajectory that error is again linear in $R$, about $0.0022\,R$, seven times the tabulated one.

These constants belong to cc-pVDZ. In cc-pVTZ, $a_{\min}=0.343\,E_h$, $\lVert z\rVert=0.0825$, $\mu=1.63$, and the bound asks for $R\le3.4\times10^{-7}\,E_h$. The prefactors of the dominant Roothaan mode become $0.073\,E_h^{-1}$ and $0.0032$. The latter is ten times larger, with a cosine of $0.11$, so the near-orthogonality of $f$ and $z$ is particular to the smaller basis.

In cc-pVDZ the small linear coefficient also makes the quadratic terms visible at loose thresholds. At the first stop $|E_s|$ is 35% of $\Delta E_2$; at the last it is less than one part in a million.

**Fixed directions.** Keeping the direction of the first stop and halving the rotation norm from $2\times10^{-4}$ to $10^{-4}$ gives exponents 2.000 for SCF and 1.004 for MP2. Rotating the highest occupied orbital into the lowest virtual one is different. The former is odd under reflection in the molecular plane and the latter even, so the reflection reverses $\kappa$. Halving this rotation from 0.01 to 0.005 gives an exponent of 2.000 for both energies, as the symmetry argument requires.

**Rounding.** Mixing the occupied orbitals among themselves leaves both energies unchanged in exact arithmetic. Twenty random mixings of the reference spread the computed SCF energy over $8.5\times10^{-14}\,E_h$ and $E_2$ over $8\times10^{-16}\,E_h$. The SCF error on this trajectory equals its spread at

$$R=\sqrt{\frac{8.5\times10^{-14}\,E_h}{0.085\,E_h^{-1}}}=1.0\times10^{-6}\,E_h .$$

Below this norm, subtracted SCF energies no longer show the quadratic law: at iteration 30 subtraction gives $2.8\times10^{-14}\,E_h$ instead of $4.0\times10^{-16}\,E_h$. At the same iteration the MP2 error is still $2.2\times10^{-11}\,E_h$, far above its own rounding spread, which it meets only near $R=8\times10^{-16}\,E_h/0.00031\approx3\times10^{-12}\,E_h$. An SCF energy that has stopped changing in double precision therefore does not show that the MP2 energy has converged to its attainable precision; the commutator norm still registers the remaining error.
